# Partition noise of two electron wave packets meeting at a beam splitter

## Question

Two electrons enter a beam splitter from opposite inputs, one in each, in normalized wave packets $\phi_1$ and $\phi_2$. The transmission probability is $T$. I am asked to show that the number $N$ of electrons leaving through one output has variance

$$\mathrm{Var}\,N=2T(1-T)(1-J^2),\qquad J=|\langle\phi_1|\phi_2\rangle|.$$

Treating the electrons as independent, I get $T(1-T)$ from each and hence $2T(1-T)$. I know that the Pauli principle must reduce this, but I can't see how the overlap enters, or why its phase drops out. The real inputs are also not empty: each holds a Fermi sea. Does the formula survive that, and what does it give for actual voltage pulses, say 20 and 30 ps wide and arriving 25 ps apart?

## Answer

Your $2T(1-T)$ is the correct answer for orthogonal packets. The missing part is the norm of a state with both electrons in the same output.

### The calculation with empty inputs

Assume a lossless splitter whose scattering amplitudes do not depend on energy over the packets, and no interaction between the electrons. Let $R=1-T$. Label the orthonormal modes (energy and spin) by $k$, the inputs by $a,b$ and the outputs by $c,d$. With a suitable choice of constant phases,

$$a_k^\dagger=\sqrt T\,c_k^\dagger+\sqrt R\,d_k^\dagger,\qquad b_k^\dagger=\sqrt R\,c_k^\dagger-\sqrt T\,d_k^\dagger .$$

The minus sign keeps the inputs independent: $\{a_k,b_k^\dagger\}=\sqrt{TR}-\sqrt{RT}=0$.

Define $c^\dagger[\phi]=\sum_k\phi_kc_k^\dagger$, and likewise for the other ports. Then $\{c[\phi],c^\dagger[\chi]\}=\langle\phi|\chi\rangle$. The incoming state is

$$\begin{aligned}a^\dagger[\phi_1]b^\dagger[\phi_2]|0\rangle=\big(&\sqrt{TR}\,c^\dagger[\phi_1]c^\dagger[\phi_2]-T\,c^\dagger[\phi_1]d^\dagger[\phi_2]\\&+R\,d^\dagger[\phi_1]c^\dagger[\phi_2]-\sqrt{TR}\,d^\dagger[\phi_1]d^\dagger[\phi_2]\big)|0\rangle .\end{aligned}$$

Let $N$ count electrons in output $c$. The first term holds both of them there. Its norm follows by moving $c[\phi_1]$ to the right:

$$\begin{aligned}\langle0|c[\phi_2]c[\phi_1]c^\dagger[\phi_1]c^\dagger[\phi_2]|0\rangle&=\langle0|c[\phi_2]\big(1-c^\dagger[\phi_1]c[\phi_1]\big)c^\dagger[\phi_2]|0\rangle\\&=1-\langle\phi_2|\phi_1\rangle\langle\phi_1|\phi_2\rangle=1-J^2 .\end{aligned}$$

The overlap appears once with its complex conjugate, so its phase cancels. The last term of the state has the same norm. Therefore

$$P(2)=P(0)=TR(1-J^2),\qquad P(1)=1-2TR(1-J^2).$$

The mean is $P(1)+2P(2)=1$. The deviation $N-1$ is $\pm1$ or $0$, so

$$\mathrm{Var}\,N=P(2)+P(0)=2T(1-T)(1-J^2).$$

For $J=0$ the two partitions are independent. For $J=1$ the packets are the same state, double occupation is forbidden, and one electron leaves through each output whatever the value of $T$.

The overlap includes arrival delay and spin, so opposite spins give $J=0$. If the packets vary at random from shot to shot, the mean count is still 1 in every shot. The variance is then the average over shots, and $J^2$ is replaced by its average.

### Adding the Fermi seas

Let equal seas at zero temperature fill both inputs. For each filled mode, using $(c_k^\dagger)^2=(d_k^\dagger)^2=0$,

$$a_k^\dagger b_k^\dagger=-T\,c_k^\dagger d_k^\dagger+R\,d_k^\dagger c_k^\dagger=-(T+R)\,c_k^\dagger d_k^\dagger=-c_k^\dagger d_k^\dagger .$$

Two full inputs give two full outputs, without noise. If both packets lie wholly above the sea, $c[\phi_i]$ annihilates the filled state just as it annihilates the vacuum. The calculation is unchanged, with $N$ now the excess over the sea.

A packet that dips into the sea is different. Its components on filled modes vanish, and what remains must be normalized before the overlap is taken. Take $T=0.4$, $\phi_1=(0.6,0.8,0)$ and $\phi_2=(0.6,0,0.8)$, with the first mode filled. The original overlap gives $J^2=0.36^2=0.1296$ and a variance of 0.418. The surviving parts are orthogonal, so the true variance is 0.480.

### Voltage pulses that make such packets

A Lorentzian pulse of potential energy $U(t)=2\hbar w/(t^2+w^2)$, whose time integral is $h$, multiplies electron wave functions by

$$v(t)=\frac{t+iw}{t-iw},\qquad |v|=1 .$$

Measure energy from the Fermi level. The sea is described by the kernel

$$F(t,t')=\int_{-\infty}^0\frac{dE}{h}\,e^{-iE(t-t')/\hbar}=\frac{i}{2\pi(t-t'+i0)} .$$

After the pulse it is $v(t)F(t,t')v^*(t')$. Since $v(t')v^*(t')=1$,

$$v(t)v^*(t')-1=[v(t)-v(t')]\,v^*(t')=\frac{-2iw(t-t')}{(t-iw)(t'+iw)} .$$

Multiplying by $F$ cancels $t-t'$, and the change of the kernel is

$$\frac{w/\pi}{(t-iw)(t'+iw)}=\phi(t)\phi^*(t'),\qquad \phi(t)=\frac{\sqrt{w/\pi}}{w+it} .$$

The pulse adds one packet, called a leviton, in each spin channel it acts on. From here on, each input is a single spin-polarized channel; with two identical, independent spin channels the variances would add. The packet's expansion

$$\phi(t)=\frac1{\sqrt h}\int_0^\infty dE\,\sqrt{\frac{2w}{\hbar}}\,e^{-wE/\hbar}e^{-iEt/\hbar}$$

contains positive energies only, so the sea is left without holes and the variance formula applies.

For widths $w_1,w_2$ and delay $\delta$, the second energy amplitude gains a factor $e^{iE\delta/\hbar}$. Hence

$$\langle\phi_1|\phi_2\rangle=\frac{2\sqrt{w_1w_2}}{\hbar}\int_0^\infty dE\,e^{-(w_1+w_2-i\delta)E/\hbar}=\frac{2\sqrt{w_1w_2}}{w_1+w_2-i\delta},$$

$$J^2=\frac{4w_1w_2}{(w_1+w_2)^2+\delta^2} .$$

### Your numbers

I read your widths as $w$, the half width at half maximum of $U(t)$; if yours are full widths, halve them first. Take $T=0.4$. With $w_1=20$ ps, $w_2=30$ ps and $\delta=25$ ps,

$$J^2=\frac{2400}{2500+625}=0.768,\qquad \mathrm{Var}\,N=0.48\times0.232=0.111 .$$

Each double occupation has probability 0.056, and one electron leaves through each output with probability 0.889. Independent electrons would give a variance of 0.480.

With the widths and $T$ held fixed, the delay changes the result as follows:

| Delay (ps) | $J^2$ | Var $N$ |
|---:|---:|---:|
| 0 | 0.960 | 0.019 |
| 25 | 0.768 | 0.111 |
| 50 | 0.480 | 0.250 |
| 100 | 0.192 | 0.388 |
| 200 | 0.056 | 0.453 |

The variance does not reach zero at zero delay because the widths differ.

If the pair is sent at rate $\nu$ and the shots are independent, the charge variance grows by $e^2\nu\,\mathrm{Var}\,N$ per unit time. The one-sided current noise at zero frequency is twice this, $S=2e^2\nu\,\mathrm{Var}\,N$. At 1 GHz and zero temperature it is $5.7\times10^{-30}\ \mathrm{A^2/Hz}$, against $2.5\times10^{-29}\ \mathrm{A^2/Hz}$ for $J=0$.

### What temperature does

At finite temperature the inputs are no longer single filled states, but without interactions they remain Gaussian: Wick's theorem holds. Let $G_1,G_2$ be the one-particle matrices of the inputs, with elements $G_{kl}=\langle a_l^\dagger a_k\rangle$ for the first. The inputs are uncorrelated, so output $c$ has $G_c=TG_1+RG_2$. Wick's theorem gives

$$\mathrm{Var}\,N=\sum_{kl}\langle c_k^\dagger c_l\rangle\langle c_kc_l^\dagger\rangle=\mathrm{Tr}\,G_c(1-G_c).$$

Expanding, with $T^2=T-TR$ and $R^2=R-TR$,

$$\mathrm{Var}\,N=T\,\mathrm{Tr}\,G_1(1-G_1)+R\,\mathrm{Tr}\,G_2(1-G_2)+TR\,\mathrm{Tr}(G_1-G_2)^2 .$$

The pulses change $G_i$ by a unitary factor, so the first two traces keep their thermal value. With Fermi function $f$ and temperature $\Theta$, their sum grows with the counting time $t$ as $(t/h)\int f(1-f)\,dE=k_B\Theta t/h$. At 20 mK this is 0.417 per nanosecond of a long count, larger than the signal from one pair per nanosecond. Starting and stopping the count adds an edge term that depends on how sharply the window opens and closes. At 20 mK it no longer grows with $t$ once $t$ exceeds $\hbar/k_B\Theta\approx0.4$ ns; with linear edges of 10 ps it is 0.17, so a single 1 ns window would show 0.58 rather than 0.417. At zero temperature the edge term remains and grows as $\ln t/2\pi^2$, so the noiseless sea above refers to the whole output, not to a sharp time window. In a long count the thermal part is the same with the pulses off and can be subtracted.

The pulses enter through the last trace. With $v=v_1v_2^*$ it is

$$\mathrm{Tr}(G_1-G_2)^2=\iint dt\,dt'\,|F(t-t')|^2\,|v(t)-v(t')|^2 .$$

Summing the residues of the Fermi function at its poles $i\pi k_B\Theta(2n+1)$ gives, for time difference $s$,

$$|F(s)|=\frac{1}{2\pi|s|}\,\frac{x}{\sinh x},\qquad x=\frac{\pi k_B\Theta|s|}{\hbar} .$$

Next split $v$ into its poles:

$$v(t)=1+\frac{\alpha}{t-iw_1}+\frac{\beta}{t-\delta+iw_2},$$

$$|\alpha|^2=4w_1^2\,\frac{(w_1-w_2)^2+\delta^2}{(w_1+w_2)^2+\delta^2}=4w_1^2(1-J^2),\qquad |\beta|^2=4w_2^2(1-J^2).$$

In $\int dt\,|v(t)-v(t-s)|^2$ the cross terms vanish, because all poles of each product lie in one half-plane and the contour can be closed in the other. The convolution of two Lorentzians gives each remaining term:

$$\int dt\,\frac{s^2}{(t^2+w^2)[(t-s)^2+w^2]}=\frac{2\pi s^2}{w(s^2+4w^2)} .$$

Collecting factors, the pulse-induced variance is

$$TR(1-J^2)(K_1+K_2),\qquad K_i=\int_{-\infty}^{\infty}ds\,\frac{2w_i/\pi}{s^2+4w_i^2}\left(\frac{x}{\sinh x}\right)^2 .$$

At $\Theta=0$ both $K_i$ are 1 and the original formula returns. At 20 mK, numerical quadrature gives $K_1=0.82$ and $K_2=0.75$, which lowers the variance from 0.111 to 0.088, or by 21%. The thermal energy of 1.7 µeV is not negligible beside the mean packet energies $\hbar/2w_i$ of 16.5 and 11.0 µeV. The factor $1-J^2$ survives, so the ratio to the pulse-induced variance at long delay, with widths and temperature fixed, is unaffected in this model.

### Three smaller corrections

Each correction below is taken alone, at zero temperature, relative to 0.111.

**Repetition.** In a 1 GHz train, the tails of neighbouring pulses overlap. Multiplying the phase factors of all pulses turns each $v_i$ into

$$\frac{\sin[\pi\nu(t-t_i+iw_i)]}{\sin[\pi\nu(t-t_i-iw_i)]},$$

where $t_i$ is the arrival time. Write $v_1v_2^*=\sum_np_ne^{-2\pi in\nu t}$. The component $n$ shifts energies by $nh\nu$ and carries $|n|$ states per period across the Fermi level. The trace of $(G_1-G_2)^2$ counts these crossings, so the variance per period is $TR\sum_n|n||p_n|^2$. A numerical Fourier transform gives 0.110, a change of $-0.8\%$.

**Energy-dependent transmission.** Let $\mathcal T(E)=[1+(R/T)e^{-E/\Delta}]^{-1}$ with $\Delta=0.2$ meV, which equals 0.4 at the Fermi level, and keep the scattering phases constant. Above the sea, $G_c=|\chi_1\rangle\langle\chi_1|+|\chi_2\rangle\langle\chi_2|$, with the unnormalized packets $\chi_1=\sqrt{\mathcal T}\phi_1$ and $\chi_2=\sqrt{1-\mathcal T}\phi_2$. With $m_1,m_2$ their squared norms, $\mathrm{Tr}\,G_c(1-G_c)$ becomes

$$m_1+m_2-m_1^2-m_2^2-2\left|\int dE\,\sqrt{\mathcal T(1-\mathcal T)}\,\phi_1^*\phi_2\right|^2 .$$

Numerical integration gives 0.114, a change of $+2.3\%$. The size depends on the chosen $\Delta$: a sharper step, $\Delta=0.05$ meV, gives about $+7\%$.

**Arrival jitter.** A Gaussian spread of 5 ps rms in the delay lowers the average $J^2$ from 0.768 to 0.767. The variance becomes 0.112, a change of $+0.6\%$.

### Beside a real device

One possible setting is a pair of spin-polarized quantum Hall edge channels meeting at a quantum point contact. Pulses of tens of picoseconds, gigahertz repetition and temperatures of tens of millikelvin are within reach there. Of the effects sized here, temperature matters most.

Coulomb interaction is left out and not sized. It can distort a packet on its way, and where two channels run side by side it can share the pulse between them. If each input still delivers one electron, but in an independent, partly random state, the averaged $J^2$ applies. A fall from 0.768 to 0.48, for example, would raise the variance from 0.111 to 0.250. If the interaction also creates electron–hole pairs, the two-electron formula no longer describes the count.
